# The thermal factor x/sin x in Fowler-Nordheim oxide current: a numerical check

```python
"""Thermal factor of Fowler-Nordheim tunnelling.

Result under test: J(T)/J(0) = x/sin(x), x = pi*k*T*c, 0 < x < pi, where
c = d ln D/dW at the emitter Fermi level and D is the transmission.
W   : E - hbar^2 kt^2/(2 m), energy from the Fermi level (eV), m = oxide mass
phi : barrier height (eV);  F : oxide field (V/nm; 1 V/nm = 10 MV/cm)
G   : WKB exponent at W = 0;  kT : thermal energy (eV)
The law needs ln D linear in W. Real barriers are curved, so the program also
integrates the full triangular barrier and sizes other neglected effects.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import brentq
from scipy.special import airy, expit

q, h, hbar, m0 = sc.e, sc.h, sc.hbar, sc.m_e
kB = sc.k / q                              # eV/K
H2 = hbar**2 / (2 * m0 * q) * 1e18         # hbar^2/(2 m0), eV nm^2

# Rough typical values: aluminium gate on silicon dioxide
phi, mass, fermi = 3.2, 0.42, 11.7
F, thick, T = 1.0, 8.0, 500.0
eps_static, eps_fast = 3.9, 2.15
kT = kB * T


def slope(p, f):
    return 2 * np.sqrt(mass * p / H2) / f


def exponent(p, f):
    return 4 * np.sqrt(mass / H2) * p**1.5 / (3 * f)


def thermal(x):
    return x / np.sin(x)


# Uniform energy grid; W = 0 and W = -0.2 eV fall on even nodes
W = np.linspace(-4.0, 6.0, 20001)
dW = W[1] - W[0]


def supply(t):
    if t == 0:
        return np.maximum(-W, 0.0)
    return t * np.logaddexp(0.0, -W / t)


def integral(D, t):
    return simpson(supply(t) * D, dx=dW)


def ratio(D, t):
    return integral(D, t) / integral(D, 0)


def triangle(p, f):
    return np.exp(-exponent(p, f) * np.clip(1 - W / p, 0, None)**1.5)


A = 4 * np.pi * mass * m0 * q / h**3 * q**2 * 1e-4   # A/cm^2/eV^2


def current(p, f, t):
    return A * integral(triangle(p, f), t)


c, G = slope(phi, F), exponent(phi, F)
x = np.pi * c * kT

# --- Exponential transmission: quadrature against x/sin(x), with c = 1


def piece(s, lo, hi):
    def g(w):
        return s * np.logaddexp(0.0, -w / s) * np.exp(w)
    return quad(g, lo, hi, limit=300, epsabs=1e-12, epsrel=1e-10)[0]


for xt in (0.3, 1.0, 2.0, 2.8):
    s = xt / np.pi
    num = piece(s, -45, 0) + piece(s, 0, 45 / (1 / s - 1))
    assert abs(num / thermal(xt) - 1) < 1e-6
# Beyond x = pi the integral keeps growing with its upper limit
assert piece(1.05, 0, 80) > 3 * piece(1.05, 0, 40)

# --- Absolute current from a sum over emitter k-states, two masses
kz = np.linspace(np.sqrt((fermi - 4) / H2), np.sqrt((fermi + 3) / H2), 2001)
kt = np.linspace(0, np.sqrt(1.3 / H2), 801)
KZ, KT = kz[:, None], kt[None, :]
E = H2 * (KZ**2 + KT**2) - fermi
normal = E - H2 * KT**2 / mass
speed = 2 * H2 * KZ / (hbar / q)           # nm/s
rate = speed * KT * expit(-E / kT) * np.exp(-G + c * normal)
J_states = simpson(simpson(rate, x=kt, axis=1), x=kz)
J_states *= 2 * q * 2 * np.pi / (2 * np.pi)**3 * 1e14
J0 = q**2 * (F * 1e9)**2 / (8 * np.pi * h * phi) * np.exp(-G) * 1e-4
assert abs(J_states / (J0 * thermal(x)) - 1) < 1e-4

# --- Slope from the numerical tunnelling action


def action(w):
    def g(z):
        return 2 * np.sqrt(max(phi - w - F * z, 0.0) * mass / H2)
    return quad(g, 0, (phi - w) / F, epsabs=1e-11, epsrel=1e-11)[0]


assert abs(action(0) / G - 1) < 1e-7
assert abs((action(-0.01) - action(0.01)) / 0.02 / c - 1) < 1e-5

# --- Mean normal energy of emitted electrons, exponential transmission
D_exp = np.exp(c * W)
mean_hot = integral(W * D_exp, kT) / integral(D_exp, kT)
mean_cold = integral(W * D_exp, 0) / integral(D_exp, 0)
assert abs(mean_hot * c + 1 + x / np.tan(x)) < 1e-5
assert abs(mean_cold * c + 2) < 1e-5

# --- First-order curvature correction, tested at weak curvature


def curvature(xx, cphi):
    S = (1 + xx / np.tan(xx))**2 + 1 + thermal(xx)**2
    return -(S - 6) / (4 * cphi)


tall = 320.0
u = W / tall
D_weak = np.exp(-2 / 3 * c * tall * ((1 - u)**1.5 - 1))
for temp in (300, 500, 700):
    xx = np.pi * c * kB * temp
    seen = ratio(D_weak, kB * temp) / thermal(xx) - 1
    want = curvature(xx, c * tall)
    assert abs(seen - want) < 0.03 * abs(want)

# --- Full triangular barrier for the example
D_tri = triangle(phi, F)
R_full = ratio(D_tri, kT)
temps = (300, 400, 500, 600)
t_rows = []
for temp in temps:
    xx = np.pi * c * kB * temp
    t_rows.append((temp, xx, thermal(xx), ratio(D_tri, kB * temp)))
    assert abs(t_rows[-1][3] / t_rows[-1][2] - 1) < 0.02
f_rows = []
for f in (1.2, 1.0, 0.8, 0.6, 0.5):
    xx = np.pi * slope(phi, f) * kT
    simple = thermal(xx) if xx < np.pi else np.nan
    f_rows.append((10 * f, xx, simple, ratio(triangle(phi, f), kT)))
assert f_rows[3][3] < f_rows[3][2]         # formula too high near pi

# --- Exact wave matching: emitter mass m0, oxide mass m
alpha = (F * mass / H2)**(1 / 3)           # 1/nm
energy_unit = F / alpha


def matched(w, psi, dpsi, flux):
    k = np.sqrt((fermi + w) / H2)
    incident = 0.5 * (psi + dpsi / (1j * k * mass))
    return flux / (k * abs(incident)**2)


def open_oxide(w):
    ai, aip, bi, bip = airy((phi - w) / energy_unit)
    flux = alpha / (np.pi * mass)
    return matched(w, bi + 1j * ai, -alpha * (bip + 1j * aip), flux)


def with_anode(w, d):
    k2 = np.sqrt((fermi + w + F * d) / H2)
    ai, aip, bi, bip = airy((phi - w - F * d) / energy_unit)
    g = -1j * k2 * mass / alpha
    a, b = np.pi * (bip - bi * g), np.pi * (ai * g - aip)
    ai, aip, bi, bip = airy((phi - w) / energy_unit)
    return matched(w, a * ai + b * bi, -alpha * (a * aip + b * bip), k2)


def integrated(w, start, log_derivative):
    def rhs(z, y):
        return [y[1], mass / H2 * (phi - w - F * z) * y[0]]
    y0 = np.array([1.0 + 0j, log_derivative])
    sol = solve_ivp(rhs, (start, 0), y0, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    flux = log_derivative.imag / mass
    return matched(w, sol.y[0, -1], sol.y[1, -1], flux)


for w in (-0.2, 0.1):
    far = 30.0
    kinetic = F * far - phi + w
    k_far = np.sqrt(mass / H2 * kinetic)
    ld = 1j * k_far - F / (4 * kinetic)
    assert abs(integrated(w, far, ld) / open_oxide(w) - 1) < 1e-3
    k2 = np.sqrt((fermi + w + F * thick) / H2)
    ode = integrated(w, thick, 1j * k2 * mass)
    assert abs(ode / with_anode(w, thick) - 1) < 1e-5
D_wave = open_oxide(W)
R_wave = ratio(D_wave, kT)
wave_gain = integral(D_wave, 0) / integral(D_tri, 0)
R_coh = [ratio(with_anode(W, d), kT) for d in np.linspace(7, 9, 41)]
R_coh8 = ratio(with_anode(W, thick), kT)

# --- Image force inside the WKB exponent
B = q / (16 * np.pi * sc.epsilon_0 * eps_fast) * 1e9   # eV nm
nodes, weights = np.polynomial.legendre.leggauss(80)
theta = nodes * np.pi / 2


def image_action(w):
    gap = phi - np.atleast_1d(w)
    root = np.sqrt(np.clip(gap**2 - 4 * B * F, 0, None))
    root = np.where(gap > 0, root, 0.0)
    half = root / (2 * F)
    mid = np.where(root > 0, gap / (2 * F), 1.0)
    z = mid[:, None] + half[:, None] * np.sin(theta)
    g = np.sqrt(F / z) * (half[:, None] * np.cos(theta))**2
    return 2 * np.sqrt(mass / H2) * (g @ weights) * np.pi / 2


r0 = np.sqrt(phi**2 - 4 * B * F)
direct = quad(lambda z: 2 * np.sqrt(max(phi - F * z - B / z, 0) * mass / H2),
              (phi - r0) / (2 * F), (phi + r0) / (2 * F), limit=300)[0]
assert abs(image_action(0.0)[0] / direct - 1) < 1e-5
c_image = (image_action(-0.01)[0] - image_action(0.01)[0]) / 0.02
D_image = np.exp(-image_action(W))
R_image = ratio(D_image, kT)
image_gain = integral(D_image, 0) / integral(D_tri, 0)
lowering = 2 * np.sqrt(B * F)

# --- Emission over the barrier top
above = W >= phi
over = np.sum((supply(kT) * D_tri)[above]) * dW / integral(D_tri, kT)

# --- Shallow emitter band, one mass, exponential transmission
depth = 0.2
first = int(round((-depth - W[0]) / dW))
cold = simpson((supply(0) * D_exp)[first:], dx=dW)
hot = simpson((supply(kT) * D_exp)[first:], dx=dW)
kept = cold / integral(D_exp, 0)
assert abs(kept - 1 + (1 + c * depth) * np.exp(-c * depth)) < 1e-5
R_shallow = hot / cold

# --- Equivalent changes of field, barrier and trapped charge
J_cold, J_hot = current(phi, F, 0), current(phi, F, kT)
F_same = brentq(lambda f: current(phi, f, kT) / J_cold - 1, 0.9, 1.0)
drop = F - F_same
estimate = F * np.log(thermal(x)) / (1 + G + x / np.tan(x))
assert abs(drop / estimate - 1) < 0.05
phi_same = brentq(lambda p: current(p, F, 0) / J_hot - 1, 3.0, 3.2)
# A sheet at mid-oxide, at fixed voltage, lowers the emitter field by
# charge/(2 eps)
trapped = 2 * eps_static * sc.epsilon_0 * drop * 1e9 * 100   # uC/cm^2
injected = J_hot * 1.0 * 1e6                                # uC/cm^2 in 1 s

print(f"barrier height {phi:.2f} eV; oxide mass {mass:.2f} m0")
print(f"emitter Fermi energy {fermi:.1f} eV; temperature {T:.0f} K")
print(f"oxide field {10*F:.1f} MV/cm; thickness {thick:.1f} nm")
print(f"oxide voltage {F*thick:.2f} V; tunnel exit at {phi/F:.2f} nm")
print(f"static permittivity {eps_static}; fast permittivity {eps_fast}")
print(f"thermal energy kT {kT:.5f} eV")
print(f"log-transmission slope c {c:.3f} 1/eV; 1/c {1/c:.4f} eV")
print(f"WKB exponent G {G:.3f}; transmission exp(-G) {np.exp(-G):.3e}")
print(f"x {x:.4f}; x/sin(x) {thermal(x):.4f}")
print(f"temperature where x = pi {1/(kB*c):.0f} K")
F_pi = 2 * np.sqrt(mass * phi / H2) * kT
print(f"field where x = pi at {T:.0f} K: {10*F_pi:.2f} MV/cm")
print(f"J(0), linear-log formula {J0:.3e} A/cm2")
print(f"J(T), linear-log formula {J0*thermal(x):.3e} A/cm2")
print(f"J(T), sum over k-states {J_states:.3e} A/cm2")
print(f"J(0), full triangular WKB {J_cold:.3e} A/cm2")
print(f"J(T), full triangular WKB {J_hot:.3e} A/cm2")
print(f"thermal factor, full triangular WKB {R_full:.4f}")
print(f"first-order curvature correction {100*curvature(x, c*phi):.2f} %")
print(f"mean W at 0 K {mean_cold:.4f} eV; at {T:.0f} K {mean_hot:.4f} eV")
print("Temperature table: T (K), x, x/sin(x), full WKB factor")
for row in t_rows:
    print("  %4d  %.4f  %.4f  %.4f" % row)
print(f"Field table at {T:.0f} K: F (MV/cm), x, x/sin(x), full WKB factor")
print("  (nan: x is above pi, formula does not apply)")
for row in f_rows:
    print("  %4.1f  %.4f  %.4f  %.4f" % row)
print(f"image-force barrier lowering {lowering:.3f} eV")
print(f"image force: J(0) multiplied by {image_gain:.2f}")
print(f"image force: slope {c_image:.3f} 1/eV; thermal factor {R_image:.4f}")
print(f"wave matching: J(0) multiplied by {wave_gain:.3f}")
print(f"wave matching: thermal factor {R_wave:.4f}")
print(f"coherent anode reflection, {thick:.0f} nm: factor {R_coh8:.4f}")
print(f"coherent anode, 7 to 9 nm: {min(R_coh):.3f} to {max(R_coh):.3f}")
print(f"fraction emitted over barrier top {over:.1e}")
print(f"shallow band {depth:.1f} eV: share of J(0) kept {kept:.3f}")
print(f"shallow band: thermal factor {R_shallow:.3f}")
print(f"field drop at fixed current {10*drop:.4f} MV/cm")
print(f"  its first-order estimate {10*estimate:.4f} MV/cm")
print(f"voltage drop at fixed current {drop*thick:.3f} V")
print(f"barrier drop imitating the factor {1000*(phi-phi_same):.1f} meV")
print(f"mid-oxide trapped charge cancelling it {trapped:.4f} uC/cm2")
print(f"charge injected in 1 s {injected:.1f} uC/cm2")
print(f"trapped share of that charge {trapped/injected:.2e}")
print("PASS")
```

Printed output:

```
barrier height 3.20 eV; oxide mass 0.42 m0
emitter Fermi energy 11.7 eV; temperature 500 K
oxide field 10.0 MV/cm; thickness 8.0 nm
oxide voltage 8.00 V; tunnel exit at 3.20 nm
static permittivity 3.9; fast permittivity 2.15
thermal energy kT 0.04309 eV
log-transmission slope c 11.879 1/eV; 1/c 0.0842 eV
WKB exponent G 25.341; transmission exp(-G) 9.873e-12
x 1.6079; x/sin(x) 1.6090
temperature where x = pi 977 K
field where x = pi at 500 K: 5.12 MV/cm
J(0), linear-log formula 4.756e-04 A/cm2
J(T), linear-log formula 7.652e-04 A/cm2
J(T), sum over k-states 7.652e-04 A/cm2
J(0), full triangular WKB 4.582e-04 A/cm2
J(T), full triangular WKB 7.442e-04 A/cm2
thermal factor, full triangular WKB 1.6242
first-order curvature correction 1.00 %
mean W at 0 K -0.1684 eV; at 500 K -0.0792 eV
Temperature table: T (K), x, x/sin(x), full WKB factor
   300  0.9647  1.1738  1.1800
   400  1.2863  1.3402  1.3512
   500  1.6079  1.6090  1.6242
   600  1.9295  2.0606  2.0693
Field table at 500 K: F (MV/cm), x, x/sin(x), full WKB factor
  (nan: x is above pi, formula does not apply)
  12.0  1.3399  1.3764  1.3905
  10.0  1.6079  1.6090  1.6242
   8.0  2.0099  2.2205  2.2217
   6.0  2.6798  6.0152  5.2847
   5.0  3.2158  nan  20.9026
image-force barrier lowering 0.818 eV
image force: J(0) multiplied by 11.34
image force: slope 12.072 1/eV; thermal factor 1.6518
wave matching: J(0) multiplied by 1.966
wave matching: thermal factor 1.6182
coherent anode reflection, 8 nm: factor 1.6628
coherent anode, 7 to 9 nm: 1.460 to 1.854
fraction emitted over barrier top 9.5e-23
shallow band 0.2 eV: share of J(0) kept 0.686
shallow band: thermal factor 1.887
field drop at fixed current 0.1816 MV/cm
  its first-order estimate 0.1810 MV/cm
voltage drop at fixed current 0.145 V
barrier drop imitating the factor 40.0 meV
mid-oxide trapped charge cancelling it 0.1254 uC/cm2
charge injected in 1 s 744.2 uC/cm2
trapped share of that charge 1.68e-04
PASS
```
